**Scrub interval and loss probability of single-error-corrected memory**

The program tests the law $P\simeq ALT$ and its two-sided bounds, where $P$ is the probability of losing at least one word, $L$ the lifetime, $T$ the scrub interval and $A$ the sum of flip-rate products over all bit pairs in all words. It follows a seven-bit Hamming word with unequal flip rates through all 128 error patterns, decoding the syndrome at each scrub, and asserts that the loss lies within the bounds. Doubling the shortest interval multiplies the computed loss by 1.991, close to the factor 2 of the linear law. Further assertions cover an unfinished last interval, failed write-back, codes correcting zero, one or two errors, scrub disturbance and random flip rates. For the model magnetic memory, the output gives a ten-year loss probability of about $1.3\times10^{-3}$ with daily scrubs and 0.99 without scrubbing. It also sizes several neglected effects; a 10 K rise in temperature at fixed barriers multiplies the small loss probability by about 14.

## Check in Python

```python
"""Periodic scrubbing of single-error-corrected memory words.

Result under test: P = A*L*T to leading order, with the strict bounds
A*L*T*(1 - Lam*T - A*L*T/2) <= P <= A*L*T.
P: probability of losing at least one word during the lifetime L
T: scrub interval; Lam: largest sum of bit-flip rates in any word
A: sum over words of the products of flip rates over all bit pairs
A word is lost when a scrub finds two or more wrong bits.
"""
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.stats import norm


def binomial_tail(n, p, corrected=1):
    """Probability of more than `corrected` wrong bits, without cancellation."""
    return sum(math.comb(n, k) * p**k * (1 - p)**(n - k)
               for k in range(corrected + 1, n + 1))


def flip_probability(rate, time):
    return -np.expm1(-2 * rate * time) / 2


# ---- Hamming (7,4) word followed through all its error patterns ----
def pattern_generator(rates):
    size = 2**len(rates)
    gen = np.zeros((size, size))
    for pattern in range(size):
        for bit, rate in enumerate(rates):
            gen[pattern, pattern ^ (1 << bit)] += rate
            gen[pattern, pattern] -= rate
    return gen


def hamming_decode(pattern):
    syndrome = 0
    for bit in range(7):
        if pattern >> bit & 1:
            syndrome ^= bit + 1
    return pattern ^ (1 << (syndrome - 1)) if syndrome else pattern


decoded = np.array([hamming_decode(e) for e in range(128)])
weight = np.array([bin(e).count("1") for e in range(128)])
assert np.array_equal(decoded == 0, weight <= 1)
rates = np.array([1.0, 2.0, 0.5, 1.5, 3.0, 0.7, 1.3])
rate_sum = rates.sum()
pair_sum = sum(a * b for a, b in itertools.combinations(rates, 2))
generator = pattern_generator(rates)


def chain_loss(intervals):
    """Loss probability from pattern evolution and syndrome decoding."""
    cache = {}
    alive = np.zeros(128)
    alive[0] = 1.0
    lost = 0.0
    for interval in intervals:
        if interval not in cache:
            cache[interval] = expm(generator * interval)
        after = np.bincount(decoded, weights=alive @ cache[interval],
                            minlength=128)
        lost += after[1:].sum()
        alive = np.zeros(128)
        alive[0] = after[0]
    return lost


# single-bit formula and its bounds against the two-state generator
for a in (0.001, 0.1, 0.7):
    direct = expm(np.array([[-a, a], [a, -a]]))[0, 1]
    assert abs(direct - flip_probability(a, 1.0)) < 1e-12
    assert a * (1 - a) <= direct <= a

test_life = 0.05
chain_results = []
for count in (100, 50, 25):
    step = test_life / count
    loss = chain_loss([step] * count)
    law = pair_sum * test_life * step
    assert law * (1 - rate_sum * step - law / 2) <= loss <= law
    chain_results.append((step, loss, law))
    one = chain_loss([step])
    assert pair_sum * step**2 * (1 - rate_sum * step) <= one
    absorbing = generator.copy()
    absorbing[weight >= 2] = 0
    ever_two = expm(absorbing * step)[0, weight >= 2].sum()
    assert one <= ever_two + 1e-13 and ever_two <= pair_sum * step**2
doubling = chain_results[1][1] / chain_results[0][1]
assert abs(doubling / 2 - 1) < 0.012

# lifetime that ends with an incomplete interval
step, rest = 0.001, 0.0005
life = 2 * step + rest
partial = chain_loss([step, step, rest]) / (pair_sum * life * step)
partial_law = 1 - rest * (step - rest) / (life * step)
assert abs(partial - partial_law) < 0.012  # neglected order: rate_sum*step
assert 1 - partial_law <= step / (4 * life) + 1e-12

# failed write-back: a single error survives the scrub with probability w
w_test = 0.1
evolve = expm(pattern_generator(np.ones(7)) * step)
starts = [0] + [1 << bit for bit in range(7)]
kernel = evolve[np.ix_(starts, starts)].copy()
singles = kernel[:, 1:].copy()
kernel[:, 0] += (1 - w_test) * singles.sum(axis=1)
kernel[:, 1:] = w_test * singles
write_loss = 1 - max(np.linalg.eigvals(kernel).real)
write_ratio = write_loss / (21 * step**2)
assert abs(write_ratio / (1 + 2 * w_test / (1 - w_test)) - 1) < 0.02

# powers of the scrub interval for codes correcting 0, 1 and 2 errors
slopes = []
for corrected in (0, 1, 2):
    losses = [binomial_tail(72, flip_probability(1.0, t), corrected) / t
              for t in (1e-5, 2e-5)]
    slopes.append(math.log2(losses[1] / losses[0]))
    assert abs(slopes[-1] - corrected) < 0.01

# a flip probability r_test per scrub makes an optimum interval
r_test = 1e-5


def disturbed_loss(log_time):
    time = math.exp(log_time)
    p = flip_probability(1.0, time)
    return binomial_tail(72, p + r_test - 2 * p * r_test) / time * 1e3


best = minimize_scalar(disturbed_loss, method="bounded",
                       bounds=(math.log(1e-7), math.log(1e-3)),
                       options={"xatol": 1e-9})
optimum_ratio = math.exp(best.x) / r_test
assert abs(optimum_ratio - 1) < 0.01


# ---- random rates: mean and variance of the pair sum in one word ----
def pair_variance(n, m1, m2):
    pairs = math.comb(n, 2)
    second = (pairs * m2**2 + n * (n - 1) * (n - 2) * m2 * m1**2
              + pairs * math.comb(n - 2, 2) * m1**4)
    return second - (pairs * m1**2)**2


sums, tails = [], []
for draw in itertools.product((1.0, 5.0), repeat=4):
    sums.append(sum(a * b for a, b in itertools.combinations(draw, 2)))
    p = flip_probability(np.array(draw), 0.05)
    none = np.prod(1 - p)
    tails.append(1 - none - none * np.sum(p / (1 - p)))
assert abs(np.mean(sums) - 6 * 3.0**2) < 1e-10
assert abs(np.var(sums) - pair_variance(4, 3.0, 13.0)) < 1e-8
mean_p = np.mean(flip_probability(np.array([1.0, 5.0]), 0.05))
assert abs(np.mean(tails) - binomial_tail(4, mean_p)) < 1e-12

# ---- MRAM example, rough typical parameters ----
day = const.day
n_bits, data_bits = 72, 64
words = 2**30 // data_bits
pairs = math.comb(n_bits, 2)
attempt = 1e9              # 1/s
barrier, spread = 1.70, 0.08  # eV
temperature = 358.0        # K
life_days = 3650
lifetime = life_days * day
kT = const.k * temperature / const.e
z = np.linspace(-12, 12, 8001)
gauss = norm.pdf(z) * (z[1] - z[0])


def mean_rate(temp=temperature, e_mid=barrier):
    thermal = const.k * temp / const.e
    return attempt * math.exp(-e_mid / thermal + (spread / thermal)**2 / 2)


bit_rates = attempt * np.exp(-(barrier + spread * z) / kT)
rate = mean_rate()
median_rate = attempt * math.exp(-barrier / kT)
assert abs(np.sum(gauss * bit_rates) / rate - 1) < 1e-8
array_A = words * pairs * rate**2


def full_loss(interval):
    """Barrier-averaged binomial loss, summed over scrubs and words."""
    p = np.sum(gauss * flip_probability(bit_rates, interval))
    expected = words * lifetime / interval * binomial_tail(n_bits, p)
    return -math.expm1(-expected)


table = []
for interval_days in (1 / 24, 1, 10, 50):
    law = array_A * lifetime * interval_days * day
    full = full_loss(interval_days * day)
    assert law * (1 - law / 2 - 1e-3) < full < law * (1 + 1e-9)
    table.append((interval_days, law, full))
loss_day = table[1][1]
unscrubbed = full_loss(lifetime)
unscrubbed_law = array_A * lifetime**2
assert unscrubbed < 1 < unscrubbed_law

second_moment = rate**2 * math.exp((spread / kT)**2)
assert abs(np.sum(gauss * bit_rates**2) / second_moment - 1) < 1e-8
array_variation = math.sqrt(pair_variance(n_bits, rate, second_moment)
                            / words) / (pairs * rate**2)
fast_z = norm.isf(1 / (n_bits * words))
fast_rate = attempt * math.exp(-(barrier - spread * fast_z) / kT)
target = 1e-4
target_days = target / (array_A * lifetime) / day
fit = loss_day / (lifetime / const.hour) * 1e9

# ---- sizes of neglected effects ----
hot_factor = (mean_rate(temp=temperature + 10) / rate)**2
low_factor = (mean_rate(e_mid=0.99 * barrier) / rate)**2

diameter, thickness, pitch = 35.0, 1.5, 70.0  # nm
magnetization = 1e6                        # A/m
moment = magnetization * math.pi / 4 * diameter**2 * thickness * 1e-27
stray = const.mu_0 * moment / (4 * math.pi * (pitch * 1e-9)**3)
barrier_shift = 2 * moment * stray / const.e
theta = np.linspace(0, math.pi, 200001)


def macrospin_barrier(field):
    energy = (barrier * np.sin(theta)**2
              - moment * field / const.e * np.cos(theta))
    return energy.max() - energy[0]


numeric_shift = macrospin_barrier(stray) - macrospin_barrier(-stray)
assert abs(numeric_shift / barrier_shift - 1) < 1e-5
stray_change = (n_bits - 1) / pairs * math.expm1(barrier_shift / kT)

read_time, current_ratio = 10.0, 0.2       # ns, fraction of critical
reduction = (1 - current_ratio)**2
disturb = attempt * read_time * 1e-9 * math.exp(
    -reduction * barrier / kT + (reduction * spread / kT)**2 / 2)
disturb_quad = attempt * read_time * 1e-9 * np.sum(
    gauss * np.exp(-reduction * (barrier + spread * z) / kT))
assert abs(disturb_quad / disturb - 1) < 1e-8
assert disturb < 1e-3 * rate * day
write_error = 1e-6
write_change = 2 * write_error / (1 - write_error)
common_rate = pairs * rate**2 * day

print("TEST WORD: Hamming (7,4), rates in 1/time unit")
print(f"rate sum {rate_sum:.2f}; pair sum {pair_sum:.3f}")
print(f"test lifetime {test_life:.3f} time units")
for step_i, loss_i, law_i in chain_results:
    print(f"T={step_i:.4f}: chain P={loss_i:.5e}, law={law_i:.5e}")
print(f"P ratio on doubling shortest T: {doubling:.4f}")
print(f"partial interval, P/(S L T): {partial:.4f}; law {partial_law:.4f}")
print(f"failed writes w={w_test:.1f}: loss factor {write_ratio:.4f}")
print("powers of T, correcting 0,1,2:", *[f"{s:.4f}" for s in slopes])
print(f"best T/(disturbance/rate): {optimum_ratio:.4f}")
print("MRAM EXAMPLE")
print(f"bits per word {n_bits}; data bits {data_bits}; words {words}")
print(f"bit pairs per word: {pairs}")
print(f"temperature {temperature:.0f} K; kT {kT:.5f} eV")
print(f"median barrier {barrier:.2f} eV; spread {spread:.2f} eV")
print(f"median barrier/kT {barrier/kT:.2f}; spread/kT {spread/kT:.3f}")
print(f"attempt rate: {attempt:.1e} 1/s")
print(f"median flip rate: {median_rate:.3e} 1/s")
print(f"mean flip rate: {rate:.3e} 1/s")
print(f"mean/median rate: {rate/median_rate:.2f}")
print(f"lifetime: {life_days} days = {lifetime:.4e} s")
print(f"array coefficient A: {array_A:.3e} 1/s^2")
for days_i, law_i, full_i in table:
    print(f"T={days_i:.4f} d: law {law_i:.4e}, full {full_i:.4e}")
print(f"no scrub: full P {unscrubbed:.4f}; A L^2 {unscrubbed_law:.3f}")
print(f"failure rate at T=1 d: {fit:.2f} FIT (per 1e9 h)")
print(f"T for P={target:.0e}: {target_days:.4f} d = {24*target_days:.2f} h")
print(f"relative variation between arrays: {100*array_variation:.2f} %")
print(f"fastest bit: {fast_z:.2f} sigma, rate {fast_rate:.2e} 1/s")
print(f"fastest-bit rate times 1 day: {fast_rate*day:.2e}")
print("NEGLECTED EFFECTS, T = 1 day")
print(f"10 K hotter: P law factor {hot_factor:.2f}")
print(f"1 % lower median barrier: P law factor {low_factor:.2f}")
print(f"cell diameter {diameter:.0f}, thickness {thickness:.1f} nm")
print(f"cell pitch {pitch:.0f} nm; magnetization {magnetization:.1e} A/m")
print(f"neighbour stray field: {stray*1e3:.3f} mT")
print(f"barrier shift on neighbour flip: {barrier_shift:.5f} eV")
print(f"stray-field change of P, at most about: {100*stray_change:.2f} %")
print(f"read pulse {read_time:.0f} ns; current/critical {current_ratio:.1f}")
print(f"read flip probability per bit: {disturb:.2e}")
print(f"mean retention flip probability in 1 day: {rate*day:.2e}")
print(f"disturbance-optimum interval: {disturb/rate:.2e} s")
print(f"write error {write_error:.0e}: relative change {write_change:.1e}")
print(f"equal-loss common double-flip rate: {common_rate:.2e} 1/s per word")
print("success")
```

Output:

```
TEST WORD: Hamming (7,4), rates in 1/time unit
rate sum 10.00; pair sum 40.660
test lifetime 0.050 time units
T=0.0005: chain P=1.01201e-03, law=1.01650e-03
T=0.0010: chain P=2.01512e-03, law=2.03300e-03
T=0.0020: chain P=3.99507e-03, law=4.06600e-03
P ratio on doubling shortest T: 1.9912
partial interval, P/(S L T): 0.8933; law 0.9000
failed writes w=0.1: loss factor 1.2133
powers of T, correcting 0,1,2: -0.0005 0.9993 1.9992
best T/(disturbance/rate): 1.0010
MRAM EXAMPLE
bits per word 72; data bits 64; words 16777216
bit pairs per word: 2556
temperature 358 K; kT 0.03085 eV
median barrier 1.70 eV; spread 0.08 eV
median barrier/kT 55.11; spread/kT 2.593
attempt rate: 1.0e+09 1/s
median flip rate: 1.170e-15 1/s
mean flip rate: 3.375e-14 1/s
mean/median rate: 28.86
lifetime: 3650 days = 3.1536e+08 s
array coefficient A: 4.886e-17 1/s^2
T=0.0417 d: law 5.5468e-05, full 5.5466e-05
T=1.0000 d: law 1.3312e-03, full 1.3303e-03
T=10.0000 d: law 1.3312e-02, full 1.3223e-02
T=50.0000 d: law 6.6562e-02, full 6.4380e-02
no scrub: full P 0.9917; A L^2 4.859
failure rate at T=1 d: 15.20 FIT (per 1e9 h)
T for P=1e-04: 0.0751 d = 1.80 h
relative variation between arrays: 0.43 %
fastest bit: 6.03 sigma, rate 7.20e-09 1/s
fastest-bit rate times 1 day: 6.22e-04
NEGLECTED EFFECTS, T = 1 day
10 K hotter: P law factor 13.93
1 % lower median barrier: P law factor 3.01
cell diameter 35, thickness 1.5 nm
cell pitch 70 nm; magnetization 1.0e+06 A/m
neighbour stray field: 0.421 mT
barrier shift on neighbour flip: 0.00758 eV
stray-field change of P, at most about: 0.77 %
read pulse 10 ns; current/critical 0.2
read flip probability per bit: 1.91e-14
mean retention flip probability in 1 day: 2.92e-09
disturbance-optimum interval: 5.67e-01 s
write error 1e-06: relative change 2.0e-06
equal-loss common double-flip rate: 2.52e-19 1/s per word
success
```
